# Diagnosing a faulty Ewald code from its energy drift with η

## The result

The Ewald method computes the energy of a periodic array of charges from two rapidly converging sums, one over positions and one over reciprocal vectors. A parameter $\eta$ divides the work between them and must drop out of the answer. If the self term is missing, the computed energy drifts linearly in $\eta$; if the background term of a charged cell is missing, it drifts as $\eta^{-2}$.

Let point charges $q_i$ occupy a cell of volume $V$, with $Q=\sum_i q_i$ and $S_2=\sum_i q_i^2$. A code that omits a fraction $x$ of the self term and a fraction $y$ of the background term, and is otherwise correct, returns

$$E_{\rm code}(\eta)=E+x\,A\eta+y\,\frac{B}{\eta^2},\qquad A=\frac{S_2}{\sqrt\pi},\quad B=\frac{\pi Q^2}{2V}.$$

A fit to $1,\eta,\eta^{-2}$ then gives both the diagnosis and the correct energy $E$. Three conditions apply:

- $\eta$ is an inverse length, defined by the function $\mathrm{erfc}(\eta r)$.
- Both sums are converged at every $\eta$.
- The cell is charged if the background term is to be examined, since $B=0$ when $Q=0$.

The converse does not hold: other faults can produce the same powers, as shown below.

Energies are in hartree (Ha), lengths in bohr and charges in units of $e$, so that two charges interact as $q_iq_j/r$.

## Three charges by hand

Take a model cell with lattice vectors $(10,0,0)$, $(2,9,0)$ and $(1,-1,11)$ bohr. Charges $+2$, $+1$ and $-1$ sit at fractional coordinates $(0,0,0)$, $(0.5,0.5,0)$ and $(0.25,0.2,0.5)$. Then $V=990$ bohr³, $Q=2$ and $S_2=4+1+1=6$, so

$$A=\frac{6}{\sqrt\pi}=3.385138,\qquad B=\frac{4\pi}{2\times990}=0.00634665,$$

in Ha bohr and Ha/bohr². The real-space sum $E_{\rm real}$ and the reciprocal sum $E_{\rm rec}$, defined below, have these values. The last two columns are the outputs of codes that lack one term. All energies are in Ha.

| $\eta$ (1/bohr) | $E_{\rm real}$ | $E_{\rm rec}$ | no self | no background |
|---|---|---|---|---|
| 0.1 | 0.245730 | 0.000180 | −0.388755 | −0.092604 |
| 0.2 | 0.016325 | 0.092100 | −0.050241 | −0.568602 |
| 0.4 | 0.000277 | 0.666176 | 0.626786 | −0.687602 |
| 0.6 | 0.000000 | 1.321443 | 1.303814 | −0.709639 |

**No self term.** From $\eta=0.2$ to $0.4$ the energy rises by 0.677027, and from $0.4$ to $0.6$ by 0.677028. Equal steps give equal rises, so the drift is linear. Its slope is $0.677027/0.2=3.38514$, which is $A$.

**No background term.** Between $\eta=0.1$ and $0.2$, $\eta^{-2}$ falls from 100 to 25 and the energy falls by 0.475998. The ratio is $0.475998/75=0.0063466$. Between $0.2$ and $0.4$ it is $0.119000/18.75=0.0063467$. Both agree with $B$.

**Both missing.** The code now returns the bare sum $E_{\rm real}+E_{\rm rec}$, which is 0.245910, 0.108425 and 0.666453 at the first three points. Write it as $c_0+a\eta+b\eta^{-2}$ and subtract neighbouring values to remove $c_0$:

$$0.1a-75b=-0.137485,\qquad 0.2a-18.75b=0.558028.$$

Twice the first equation, subtracted from the second, gives $131.25\,b=0.832998$, so $b=0.00634665$. The first equation then gives $a=3.38514$. Finally,

$$c_0=0.666453-0.4a-6.25b=-0.72727\ \text{Ha}.$$

Three points always determine three unknowns, so a fourth must decide whether the form is right. At $\eta=0.6$ the fitted curve gives $-0.72727+2.03108+0.01763=1.32144$, in agreement with the table.

## Where the two correction terms come from

**An energy that does not contain $\eta$.** A uniform background of density $-Q/V$ makes the cell neutral. Let the pair interaction temporarily be $f(r/R)/r$, where $f$ is smooth, equals 1 with a flat top at the origin, and decays rapidly. Let $I=\int f(r/R)/r\,d^3r$. Per cell, the points interact with the background with energy $-Q^2I/V$. The background interacts with itself with energy $\tfrac12(Q/V)^2VI=Q^2I/(2V)$. Together these give $-Q^2I/(2V)$, so

$$E=\lim_{R\to\infty}\left[\frac12\sum_{ij\mathbf L}{}^{'}q_iq_j\frac{f(r/R)}{r}-\frac{Q^2}{2V}\int\frac{f(r/R)}{r}d^3r\right].$$

Here $r=|\mathbf r_j+\mathbf L-\mathbf r_i|$, $\mathbf L$ runs over lattice vectors, and the prime omits a charge's interaction with itself ($i=j$, $\mathbf L=0$). This limit corresponds to conducting surroundings, with no energy from a surface dipole.

**Splitting the interaction.** Write

$$\frac1r=\frac{\mathrm{erfc}(\eta r)}r+\frac{\mathrm{erf}(\eta r)}r .$$

The first part is short-ranged, so $f$ can be set to 1 in it. It contributes the sum

$$E_{\rm real}=\frac12\sum_{ij\mathbf L}{}^{'}q_iq_j\frac{\mathrm{erfc}(\eta r)}r$$

and a background energy that contains the integral

$$\int\frac{\mathrm{erfc}(\eta r)}r d^3r=\frac{4\pi}{\eta^2}\int_0^\infty t\,\mathrm{erfc}(t)\,dt,\qquad t=\eta r.$$

Integration by parts uses $d\,\mathrm{erfc}(t)/dt=-2e^{-t^2}/\sqrt\pi$. The boundary term vanishes, leaving $\pi^{-1/2}\int_0^\infty t^2e^{-t^2}dt=1/4$. The integral is therefore $\pi/\eta^2$, and the background contribution is $-\pi Q^2/(2V\eta^2)=-B/\eta^2$.

**The long-range part.** The function $u(r)=\mathrm{erf}(\eta r)/r$ is finite at $r=0$, so the omitted self-interactions can be added to the sum and subtracted again. Since $\mathrm{erf}(\eta r)\approx2\eta r/\sqrt\pi$ at small $r$, $u(0)=2\eta/\sqrt\pi$. The subtraction is

$$-\frac12S_2\frac{2\eta}{\sqrt\pi}=-\frac{S_2\eta}{\sqrt\pi}=-A\eta.$$

This is the self term. The completed sum is periodic, and expanding it in a Fourier series gives Poisson's formula

$$\sum_{\mathbf L}h(\mathbf r+\mathbf L)=\frac1V\sum_{\mathbf G}\hat h(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad \hat h(\mathbf G)=\int h(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r.$$

To find $\hat u$, apply the Laplacian:

$$\nabla^2u=\frac1r\frac{d^2}{dr^2}\mathrm{erf}(\eta r)=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}.$$

In Fourier space $\nabla^2$ becomes $-G^2$, and the Gaussian becomes $(\pi^{3/2}/\eta^3)e^{-G^2/4\eta^2}$. Hence $\hat u=4\pi e^{-G^2/4\eta^2}/G^2$ for $\mathbf G\ne0$.

With the cutoff $f$ present, $\hat u$ is averaged over a range of wave vectors of order $1/R$. This has no effect at $\mathbf G\ne0$ when $R\to\infty$. The $\mathbf G=0$ component is the integral of the interaction, and the background cancels it at every $R$. With $S(\mathbf G)=\sum_jq_je^{i\mathbf G\cdot\mathbf r_j}$, what remains is

$$E_{\rm rec}=\frac{2\pi}V\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2}e^{-G^2/4\eta^2}.$$

Collecting the four contributions,

$$E=E_{\rm real}+E_{\rm rec}-A\eta-\frac B{\eta^2}.$$

The definition of $E$ contains no $\eta$, so the right-hand side cannot depend on it. Both correction terms are subtracted, so leaving one out raises the energy by $A\eta$ or $B/\eta^2$.

**The same law from the sums themselves.** Since $d[\mathrm{erfc}(\eta r)/r]/d\eta=-2e^{-\eta^2r^2}/\sqrt\pi$,

$$\frac{dE_{\rm real}}{d\eta}=-\frac1{\sqrt\pi}\sum_{ij\mathbf L}{}^{'}q_iq_je^{-\eta^2r^2}
=\frac{S_2}{\sqrt\pi}-\frac{\pi}{V\eta^3}\sum_{\mathbf G}|S(\mathbf G)|^2e^{-G^2/4\eta^2}.$$

The second form completes the sum with the self-interactions and applies Poisson's formula to the Gaussian. Differentiating $E_{\rm rec}$ brings down a factor $G^2/(2\eta^3)$ and gives the last sum with a positive sign, but without $\mathbf G=0$. That one component, $|S(0)|^2=Q^2$, survives:

$$\frac{d}{d\eta}(E_{\rm real}+E_{\rm rec})=A-\frac{2B}{\eta^3}.$$

At $\eta=0.2$ the right side is 1.79847 Ha bohr. A central difference of the two sums with step 0.001 gives 1.79840. Its leading error, $h^2/6$ times the third derivative $-24B/\eta^5$ of the drift, is $-0.00008$, which accounts for the difference.

## The general procedure

1. Choose a charged cell of low symmetry.
2. Scale the cutoffs with $\eta$: $r_c=s/\eta$ and $G_c=2s\eta$. The neglected terms then carry factors of about $e^{-s^2}$ in both sums. The example uses $s=6$; going from $s=4$ to $s=6$ at $\eta=0.3$ shifts its energy by $2\times10^{-8}$ Ha.
3. Compute the energy at more than three values of $\eta$, over a window in which each sum in turn carries much of the work. The example uses eleven values from 0.1 to 0.6.
4. Fit $c_0+a\eta+b\eta^{-2}$ by least squares and inspect the largest residual.
5. If the residual is at rounding level, form $x=a/A$ and $y=b/B$. For a neutral cell, examine $b$ itself.
6. Repair the code, repeat the scan, and compare one energy with an independent calculation.

The fractions are more informative than the powers. A missing self term gives $x=1$. A self term with the wrong sign gives $x=2$, because the code adds $A\eta$ where it should subtract it. In the example these values, and $y=1$ for a missing background, are recovered to the six printed decimals. The residuals are about $10^{-15}$ Ha, and every intercept is $-0.72726871$ Ha.

The two errors are largest at opposite ends of the window. The missing background costs 0.635 Ha at $\eta=0.1$ but 0.018 Ha at $\eta=0.6$, so at large $\eta$ its drift is small, 0.007 Ha between $\eta=0.7$ and $1.0$, and is easily missed by eye. With converged sums the fit still returns $y=1$ in that window.

A neutral cell cannot reveal it at all. With charges $+2,-1,-1$ at the same sites, the code without a background term is flat to $6\times10^{-16}$ Ha, and correctly so, because the missing term is zero.

The powers depend on the convention. If a code uses $\mathrm{erfc}(\sqrt\alpha\,r)$, then $\alpha=\eta^2$ and the drifts are $\alpha^{1/2}$ and $\alpha^{-1}$. Fitting the missing-self energies to $1,\alpha,\alpha^{-2}$ leaves a residual of 0.12 Ha, although the fault is a simple one.

## A plateau at the wrong energy

When both terms are missing, one drift rises and the other falls. Their sum is stationary where $A=2B/\eta^3$:

$$\eta_*^3=\frac{2B}{A}=\frac{\pi^{3/2}Q^2}{VS_2}.$$

At that point $B/\eta_*^2=A\eta_*/2$, so the error is $A\eta_*+A\eta_*/2=\tfrac32A\eta_*$.

In the example $\eta_*=0.15536$ and the error is 0.789 Ha, larger than the magnitude of the correct energy. Yet changing $\eta$ by up to 10% either way raises the result by at most 0.0091 Ha. A small change under a small variation of $\eta$ is therefore weak evidence; the window must be wide.

## Other faults with the same powers

**A wrong prefactor.** Suppose $E_{\rm rec}$ is too large by a factor $1+\delta$. The code returns $E+\delta E_{\rm rec}$, and the Ewald identity turns this into

$$E_{\rm code}=(1+\delta)E+\delta A\eta+\delta\frac B{\eta^2}-\delta E_{\rm real}.$$

At large $\eta$, $E_{\rm real}$ vanishes and the curve has the form of the fit, with $x=y=\delta$. For $\delta=0.1$ and $\eta$ from 0.7 to 1.0, the fit gives $x=y=0.10000$ with a residual of $4\times10^{-11}$ Ha. This residual is above rounding level but small enough to be mistaken for a convergence error, and the intercept, $-0.799996$ Ha, is 10% too large in magnitude. The pair of equal fractions is a clue, but not proof: two correction terms that are too small by the same fraction also produce it, with the correct intercept. A wide window separates the two cases.

Exchanging the two sums gives the same behaviour at small $\eta$ for a wrong real-space prefactor, and the window 0.03 to 0.05 shows it.

Over the wide window, 0.1 to 0.6, either fault leaves a residual of $2.8\times10^{-3}$ Ha. The residuals agree because $E_{\rm real}+E_{\rm rec}$ lies within the fitted form, so the parts of the two sums that cannot be fitted are equal and opposite. The residual of the wide fit thus rules out missing correction terms as the only fault, though it does not by itself identify a prefactor. If a prefactor is wrong, the one-sided windows show which. At large $\eta$ a real-space prefactor has no effect, and at small $\eta$ a reciprocal one has none.

**A fixed reciprocal cutoff.** If $G_c$ stays fixed while $\eta\gg G_c$, the exponential in $E_{\rm rec}$ can be expanded:

$$E_{\rm rec}\approx\frac{2\pi}V\sum_{0<G<G_c}|S(\mathbf G)|^2\left(\frac1{G^2}-\frac1{4\eta^2}\right).$$

This has no linear part, and $E_{\rm real}$ is negligible. The correctly coded self term is left uncompensated, so the energy falls as $-A\eta$ and $x\to-1$. With $G_c=2$ bohr⁻¹ and $\eta$ from 5 to 10, the fit gives $x=-0.99998$. The sign separates this from a missing self term, but not from a self term counted twice, which also gives $x=-1$. A code that truncates in this way and also lacks the self term would show almost no linear drift in that range. The fitted $y$ has no such meaning here, because the truncated sum adds its own $\eta^{-2}$ part.

**A fixed real-space cutoff.** If $r_c$ stays fixed and $\eta r_c\ll1$, then $\mathrm{erfc}(\eta r)/r\approx1/r-2\eta/\sqrt\pi$. The truncated real-space sum is a constant plus a linear part, and $E_{\rm rec}$ is negligible. Now the background term is uncompensated, and $y\to-1$ in a charged cell. With $r_c=15$ bohr and $\eta$ from 0.005 to 0.02, the fit gives $y=-0.99997$. The fitted $x$ is not a missing fraction here, because the truncated sum adds its own linear part. A code that truncates in this way and also lacks the background term would show no inverse-square drift in that range. Convergence must therefore be settled before the fractions are read.

## What a flat curve does not prove

Multiplying all four terms by one common factor leaves the curve flat and the energy wrong. Misplaced charges do the same if both sums use the same wrong positions, since these define another valid periodic array. An independent energy is needed, and the definition of $E$ supplies one. A convenient cutoff function is

$$f=e^{-u}\left(1+u+\frac{u^2}2+\frac{u^3}6\right),\qquad u=\frac{r^2}{R^2}.$$

The bracket is the series of $e^u$ up to $u^3$, so $f=1-u^4/24+\dots$, which is very flat at the origin. With $r\,dr=R^2du/2$ and $\int_0^\infty e^{-u}u^k/k!\,du=1$ for each of the four terms,

$$\int\frac fr d^3r=2\pi R^2\int_0^\infty f\,du=8\pi R^2.$$

The direct pair sum is thus reduced by $4\pi Q^2R^2/V$. It gives $-0.72726891$ Ha at $R=30$ bohr and $-0.72726872$ Ha at $R=45$ bohr, against $-0.72726871$ Ha (−19.78999 eV) from the repaired Ewald code.

This agreement concerns point charges in a periodic cell with a uniform background. The energy still contains the interaction of each charge with its periodic images and with the background, so it is not the energy of an isolated charged system. The numerical output below lists the fitted fractions and residuals quoted above.

## Computed results

```
V = 990.0 bohr^3, Q = 2 e, S2 = 6 e^2
predicted slope S2/sqrt(pi) = 3.385138 Ha bohr
predicted pi Q^2/(2V) = 0.00634665 Ha/bohr^2
direct sum, R = 30 bohr: -0.72726891 Ha
direct sum, R = 45 bohr: -0.72726872 Ha
Ewald energy = -0.72726871 Ha = -19.789990 eV
spread of correct code over eta = 5.6e-16 Ha
shift, cutoff reach 4 to 6, eta 0.3: 2.2e-08 Ha
eta (1/bohr): E_real, E_rec, no self, no background (Ha)
 0.10: 0.245730 0.000180 -0.388755 -0.092604
 0.20: 0.016325 0.092100 -0.050241 -0.568602
 0.30: 0.003129 0.355662 0.288273 -0.656750
 0.40: 0.000277 0.666176 0.626786 -0.687602
 0.60: 0.000000 1.321443 1.303814 -0.709639
fit: x, y, intercept (Ha), largest residual (Ha)
 correct: -0.000000 0.000000 -0.72726871 8e-16
 no self: 1.000000 0.000000 -0.72726871 1e-15
 no background: -0.000000 1.000000 -0.72726871 1e-15
 neither: 1.000000 1.000000 -0.72726871 1e-15
 self sign reversed: 2.000000 0.000000 -0.72726871 6e-16
d(E_real+E_rec)/d eta at 0.2: 1.79840 numeric, 1.79847 law (Ha bohr)
neutral cell, no background: spread 5.6e-16 Ha
false plateau: eta = 0.15536, law 0.15536 1/bohr
 error there 0.78886 Ha; rise within 10% 0.00909 Ha
prefactor faults of 10%: x, y, intercept, residual
 reciprocal, eta 0.7-1.0: 0.10000 0.10000 -0.799996 4e-11
  residual in wide window 0.1-0.6: 2.8e-03 Ha
 real, eta 0.03-0.05: 0.10000 0.10000 -0.799996 1e-15
  residual in wide window 0.1-0.6: 2.8e-03 Ha
G cutoff 2.0 1/bohr, eta 5-10: x = -0.99998
r cutoff 15.0 bohr, eta 0.005-0.02: y = -0.99997
no self, fitted to 1, alpha, alpha^-2: residual 0.1202 Ha
```
